# Polarizability of a hydrogenic ion with finite nuclear mass

A uniform electric field does two things to a one-electron ion such as He⁺. It pulls the electron and the nucleus apart, and, because the ion carries a net charge, it accelerates the ion as a whole. An accelerating ion is not in a stationary state, so the usual meaning of polarizability, the second-order shift of a stationary level, needs care. If the nucleus could be held fixed the difficulty would disappear, but a free nucleus has a finite mass and recoils.

The ion consists of a nucleus of charge $Z$ and mass $M$ and an electron of charge $-1$ and mass $m$. Units have $\hbar=e=4\pi\varepsilon_0=1$; setting $m=1$ gives Hartree atomic units. Both particles are spinless, non-relativistic points, and the field $F$ along $z$ is uniform and static. The result, derived below in two ways, is

$$\alpha=\frac92\,\frac{q^2}{\mu^3Z^4},\qquad \mu=\frac{mM}{M+m},\qquad q=1+\frac{(Z-1)m}{M+m}.$$

It holds for the internal ground state, with the induced dipole measured from the centre of mass.

## First derivation: separated Hamiltonian and level shift

**Separation.** A charge $Q$ at height $z$ has energy $-QFz$ in the field. With $\mathbf r=\mathbf r_e-\mathbf r_n$, the Hamiltonian is

$$H=\frac{p_e^2}{2m}+\frac{p_n^2}{2M}-\frac Zr-F(Zz_n-z_e).$$

Let $M_t=M+m$ and $\mathbf R=(M\mathbf r_n+m\mathbf r_e)/M_t$. The chain rule gives

$$\nabla_e=\frac{m}{M_t}\nabla_R+\nabla_r,\qquad \nabla_n=\frac{M}{M_t}\nabla_R-\nabla_r .$$

In $\nabla_e^2/m+\nabla_n^2/M$, the coefficient of $\nabla_R^2$ is $(m+M)/M_t^2=1/M_t$. The cross terms have coefficient $2/M_t-2/M_t=0$. The coefficient of $\nabla_r^2$ is $1/m+1/M=1/\mu$. The kinetic energy is therefore $P^2/2M_t+p^2/2\mu$, where $\mathbf P$ and $\mathbf p$ are conjugate to $\mathbf R$ and $\mathbf r$.

For the field term, invert the coordinates:

$$z_e=R_z+\frac{M}{M_t}z,\qquad z_n=R_z-\frac{m}{M_t}z .$$

Then

$$Zz_n-z_e=(Z-1)R_z-\frac{M+Zm}{M_t}\,z=(Z-1)R_z-qz,$$

because $M+Zm=M_t+(Z-1)m$. The Hamiltonian splits into two commuting parts,

$$H_{\rm cm}=\frac{P^2}{2M_t}-(Z-1)FR_z,\qquad H_{\rm rel}=\frac{p^2}{2\mu}-\frac Zr+qFz .$$

The centre of mass has not been neglected. Its motion is solved by

$$\Phi(\mathbf R,t)=\exp\left\{i\left[k(t)R_z-\int_0^t\frac{k(s)^2}{2M_t}\,ds\right]\right\},\qquad k(t)=K+(Z-1)Ft .$$

Differentiation gives $i\partial_t\Phi=[-(Z-1)FR_z+k^2/2M_t]\Phi$. Since $P^2\Phi=k^2\Phi$, the right side is $H_{\rm cm}\Phi$. If $\chi$ is an internal state with $H_{\rm rel}\chi=E\chi$, the product $\Phi\chi e^{-iEt}$ solves the full two-particle equation. The whole ion accelerates while its internal state keeps its form. The polarizability is defined here by the internal level, $E(F)=E(0)-\tfrac12\alpha F^2+\dots$

**Scaling.** Put $\boldsymbol\rho=\mu Z\mathbf r$ and $\zeta=\mu Zz$. The kinetic term becomes $\mu Z^2(-\tfrac12\nabla_\rho^2)$, the attraction becomes $-\mu Z^2/\rho$, and the field term becomes $qF\zeta/(\mu Z)$. Thus

$$H_{\rm rel}=\mu Z^2\,(h_0+f\zeta),\qquad h_0=-\frac12\nabla_\rho^2-\frac1\rho,\qquad f=\frac{qF}{\mu^2Z^3}.$$

At $f=0$ the ground state is $\phi_0=e^{-\rho}/\sqrt\pi$, with $\varepsilon_0=-\tfrac12$.

**First-order state.** Write $\phi=\phi_0+f\phi_1+f^2\phi_2+\dots$ and expand $\varepsilon$ likewise. The first-order energy $\langle\phi_0|\zeta|\phi_0\rangle$ vanishes by reflection symmetry, so

$$(h_0-\varepsilon_0)\phi_1=-\zeta\phi_0 .$$

Set $\phi_1=G\phi_0$. Since $\nabla\phi_0=-\hat{\boldsymbol\rho}\,\phi_0$,

$$(h_0-\varepsilon_0)(G\phi_0)=\phi_0\left(-\frac12\nabla^2G+\frac{\partial G}{\partial\rho}\right).$$

The solution is $G=-\zeta-\tfrac12\rho\zeta$. To check it, use $\nabla^2\zeta=0$ and

$$\nabla^2(\rho\zeta)=\zeta\,\frac2\rho+2\,\hat{\boldsymbol\rho}\cdot\hat{\mathbf z}=\frac{4\zeta}{\rho},$$

which gives $-\tfrac12\nabla^2G=\zeta/\rho$. At fixed angle $\zeta\propto\rho$, so $\partial G/\partial\rho=-\zeta/\rho-\zeta$. The sum is $-\zeta$, as required. Any other normalizable solution differs by a multiple of the nondegenerate ground state $\phi_0$, and the condition $\langle\phi_0|\phi_1\rangle=0$ removes that freedom.

**Second-order energy.** The equation of order $f^2$ is

$$(h_0-\varepsilon_0)\phi_2=-\zeta\phi_1+\varepsilon_2\phi_0 .$$

Projection on $\phi_0$ makes the left side vanish, so

$$\varepsilon_2=\langle\phi_0|\zeta|\phi_1\rangle=-\left\langle\zeta^2\left(1+\frac\rho2\right)\right\rangle=-\frac13\left(\langle\rho^2\rangle+\frac12\langle\rho^3\rangle\right).$$

The factor $\tfrac13$ is the angular average of $\zeta^2/\rho^2$. The radial moments are

$$\langle\rho^k\rangle=4\int_0^\infty\rho^{k+2}e^{-2\rho}\,d\rho=\frac{4\,(k+2)!}{2^{k+3}},$$

so $\langle\rho^2\rangle=3$ and $\langle\rho^3\rangle=15/2$. Hence $\varepsilon_2=-\tfrac13(3+\tfrac{15}{4})=-\tfrac94$. Returning to the original units,

$$E_2=\mu Z^2\left(-\frac94\right)\frac{q^2F^2}{\mu^4Z^6}=-\frac94\,\frac{q^2F^2}{\mu^3Z^4}.$$

Equating this to $-\tfrac12\alpha F^2$ gives the stated polarizability.

## Second derivation: relative force and induced dipole

**The force on the relative coordinate.** This derivation starts from the Heisenberg equations of motion of the two particles,

$$m\ddot{\mathbf r}_e=-\frac{Z\mathbf r}{r^3}-F\hat{\mathbf z},\qquad M\ddot{\mathbf r}_n=+\frac{Z\mathbf r}{r^3}+ZF\hat{\mathbf z}.$$

Divide each by its mass, subtract, and multiply by $\mu$:

$$\mu\ddot{\mathbf r}=-\frac{Z\mathbf r}{r^3}-\mu\left(\frac1m+\frac ZM\right)F\hat{\mathbf z}.$$

Because $\mu(1/m+Z/M)=(M+Zm)/(M+m)=q$, the relative coordinate feels the field as a charge $-q$ would.

The same number follows from inertial forces. The sum of the two equations of motion gives the centre of mass the acceleration $a=(Z-1)F/M_t$. In the frame that shares this acceleration, the external and inertial forces along $z$ are

$$-F-ma=-qF\quad\text{(electron)},\qquad ZF-Ma=\frac{M+Zm}{M_t}F=+qF\quad\text{(nucleus)}.$$

They are equal and opposite, so they stretch the ion without moving it in this frame. For $Z>1$ the electron is pulled harder than by the field alone, since the inertial force on it has the same direction as the electric force.

To obtain a quantum equation for the internal motion, define $\mathbf p=\mu\dot{\mathbf r}=\mu(\mathbf p_e/m-\mathbf p_n/M)$. Its commutator with the separation is $[z,p_z]=i\mu(1/m+1/M)=i$, and similarly for the other components. The equations $\dot{\mathbf r}=\mathbf p/\mu$ and $\dot{\mathbf p}=\mu\ddot{\mathbf r}$ are then generated by

$$\frac{p^2}{2\mu}-\frac Zr+qFz,$$

up to a term that commutes with $\mathbf r$ and $\mathbf p$ and so has no effect on the internal state. The scaling used above turns this into $\mu Z^2(h_0+f\zeta)$.

**Parabolic coordinates.** Let $\xi=\rho+\zeta$ and $\eta=\rho-\zeta$. Their gradients are $\hat{\boldsymbol\rho}\pm\hat{\mathbf z}$, so $|\nabla\xi|^2=2\xi/\rho$, $|\nabla\eta|^2=2\eta/\rho$ and $\nabla\xi\cdot\nabla\eta=0$. Also $\nabla^2\xi=\nabla^2\eta=2/\rho$. For a state without dependence on the azimuth,

$$\nabla^2\phi=\frac2\rho\left[\partial_\xi(\xi\,\partial_\xi\phi)+\partial_\eta(\eta\,\partial_\eta\phi)\right].$$

Multiply $(h_0+f\zeta-\varepsilon)\phi=0$ by $-\rho$, with $\rho=(\xi+\eta)/2$ and $\rho\zeta=(\xi^2-\eta^2)/4$:

$$\partial_\xi(\xi\,\partial_\xi\phi)+\partial_\eta(\eta\,\partial_\eta\phi)+\left[1+\frac\varepsilon2(\xi+\eta)-\frac f4(\xi^2-\eta^2)\right]\phi=0 .$$

The product $\phi=u(\xi)v(\eta)$ separates this equation. With $\varepsilon=-\kappa^2/2$,

$$(\xi u')'+\left[\beta-\frac{\kappa^2}{4}\xi-\frac f4\xi^2\right]u=0 .$$

The function $v$ obeys the same equation with $f\to-f$ and its own constant. The two constants must add to one:

$$\beta(f)+\beta(-f)=1 .$$

**Algebraic solution.** The ground state has no nodes, so $w=-u'/u$ is finite. From $u'=-wu$ follows $(\xi u')'=[-(\xi w)'+\xi w^2]u$, and therefore

$$(\xi w)'=\xi w^2+\beta-\frac{\kappa^2}{4}\xi-\frac f4\xi^2 .$$

At $f=0$ the solution is $w=\beta=\kappa/2$, which means $u=e^{-\kappa\xi/2}$. Now expand at fixed $\kappa$: $w=\kappa/2+fw_1+f^2w_2+\dots$ and $\beta=\kappa/2+fb_1+f^2b_2+\dots$ The first order reads

$$(\xi w_1)'=\kappa\,\xi w_1+b_1-\frac{\xi^2}{4}.$$

Regularity at the origin requires $\xi w_1=0$ at $\xi=0$. For a general $b_1$ the solution then contains $e^{\kappa\xi}$, which would make the correction to $u$ grow exponentially. One value of $b_1$ removes this term and leaves a polynomial. With $\xi w_1=A_1\xi^2+B_1\xi$, matching powers gives

- $\xi^2$: $0=\kappa A_1-\tfrac14$, so $A_1=1/(4\kappa)$;
- $\xi^1$: $2A_1=\kappa B_1$, so $B_1=1/(2\kappa^2)$;
- $\xi^0$: $b_1=B_1$.

The second order reads $(\xi w_2)'=\kappa\,\xi w_2+\xi w_1^2+b_2$, where

$$\xi w_1^2=A_1^2\xi^3+2A_1B_1\xi^2+B_1^2\xi=\frac{\xi^3}{16\kappa^2}+\frac{\xi^2}{4\kappa^3}+\frac{\xi}{4\kappa^4}.$$

The same condition on growth selects $\xi w_2=A_2\xi^3+B_2\xi^2+C_2\xi$:

- $\xi^3$: $0=\kappa A_2+1/(16\kappa^2)$, so $A_2=-1/(16\kappa^3)$;
- $\xi^2$: $3A_2=\kappa B_2+1/(4\kappa^3)$, so $B_2=-7/(16\kappa^4)$;
- $\xi^1$: $2B_2=\kappa C_2+1/(4\kappa^4)$, so $C_2=-9/(8\kappa^5)$;
- $\xi^0$: $b_2=C_2$.

In the sum of the separation constants the terms linear in $f$ cancel:

$$\kappa-\frac94\,\frac{f^2}{\kappa^5}+O(f^4)=1 .$$

Hence $\kappa=1+\tfrac94f^2+O(f^4)$ and

$$\varepsilon=-\frac{\kappa^2}{2}=-\frac12-\frac94f^2+O(f^4).$$

**The dipole.** For a normalized eigenstate the change of the state does not contribute to $d\varepsilon/df$, because $\varepsilon\,d\langle\phi|\phi\rangle/df=0$. Thus $d\varepsilon/df=\langle\zeta\rangle$, order by order in $f$, and

$$\langle\zeta\rangle=-\frac92f,\qquad \langle z\rangle=\frac{\langle\zeta\rangle}{\mu Z}=-\frac92\,\frac{qF}{\mu^3Z^4}$$

to first order in the field. The electron moves against the field relative to the nucleus. Measured from the centre of mass, the particles are at $Mz/M_t$ and $-mz/M_t$, so the dipole is

$$D=Z\left(-\frac{m}{M_t}z\right)-\frac{M}{M_t}z=-qz .$$

Its mean value is $\langle D\rangle=\tfrac92q^2F/(\mu^3Z^4)=\alpha F$, with the same $\alpha$ as before. One factor of $q$ comes from the driving force and the other from the dipole.

## What each derivation assumes

The first derivation defines $\alpha$ by an energy and the second by a dipole. They agree because $dE/dF=q\langle z\rangle=-\langle D\rangle$, which identifies the centre of mass as the matching origin. The dipole of a charged system depends on its origin: about the nucleus it is $-z$, and the linear coefficient would be $\alpha/q$. The second derivation leaves an additive constant in the internal Hamiltonian open. This is harmless for a dipole, but the level shift itself needs the full separation of the first.

In both derivations, the value of $q$ follows from a uniform field and an interaction that depends on $\mathbf r$ alone. It does not require the Coulomb law. In a non-uniform field the separation fails. A potential quadratic in $z$, for example, produces $Zz_n^2-z_e^2$, which contains the cross term $-2qR_zz$ and so couples the two motions.

The factor $\tfrac92$ does require the Coulomb law. The first derivation uses the field-free ground state, its nondegeneracy and two integrals. The second uses the separability of the Coulomb problem with a uniform field in parabolic coordinates and the absence of nodes, and it needs no integrals.

Both treat the field as a formal perturbation. The potential $qFz$ falls without limit on one side of the ion, so the electron can tunnel out and the level in the field is strictly a resonance. The formula gives the quadratic coefficient of the series, and the higher terms grow quickly with $f=qF/(\mu^2Z^3)$. The actual shift of the resonance exceeds the quadratic term by about 0.2% at $|f|=0.01$, 2% at $0.03$, 8% at $0.05$ and 22% at $0.1$, where the width of the level is already about half its shift. The quadratic term alone is therefore accurate to a few per cent only for $|f|$ up to about $0.03$.

## Limits and the He⁺ ion

For a neutral pair, $Z=1$, there is no acceleration and $q=1$ for any masses. The nuclear mass then enters through $\mu$ alone. Two equal masses $M=m=1$ have $\mu=\tfrac12$ and $\alpha=\tfrac92\cdot8=36$.

For a heavy nucleus, $\mu^{-3}=m^{-3}(1+m/M)^3\approx m^{-3}(1+3m/M)$. If also $(Z-1)m/M\ll1$, then $q^2\approx1+2(Z-1)m/M$. To first order in $m/M$,

$$\alpha\approx\frac{9}{2m^3Z^4}\left[1+(2Z+1)\frac mM\right].$$

The part $3m/M$, from $\mu^{-3}$, describes a more loosely bound, larger ion. The part $2(Z-1)m/M$, from $q^2$, comes from the acceleration and exceeds the first when $Z>5/2$.

A light model nucleus makes the effect of $q$ large. For $Z=3$, $M=4$, $m=1$, one has $\mu=0.8$ and $q=1+2/5=1.4$, so

$$\alpha=\frac{4.5\times1.4^2}{0.8^3\times3^4}=0.2127 .$$

Here $q^2=1.96$ nearly doubles the polarizability. The coefficient of the dipole about the nucleus would be $0.2127/1.4=0.1519$.

For He⁺, $Z=2$ and $M=7294.30$ electron masses. Then $\mu=0.999863$ and $q=1.000137$. The factor $\mu^{-3}$ raises $\alpha$ by $4.113\times10^{-4}$ and $q^2$ raises it by $2.742\times10^{-4}$, both relative to the fixed-nucleus value $4.5/2^4=0.28125$. Together,

$$\alpha=0.28125\times(1+6.856\times10^{-4})=0.28144\ \text{a.u.},$$

or $0.04171$ Å³. The leading estimate $5m/M=6.855\times10^{-4}$ agrees closely. These digits belong to the non-relativistic point-particle model. Relativistic corrections are of the order of the square of the electron's speed over that of light, $(Z/c)^2=(2/137)^2\approx2\times10^{-4}$. The Dirac equation for a fixed point nucleus lowers $\alpha$ by $2.2\times10^{-4}$ in relative terms. This cancels about a third of the mass correction and moves the value to about $0.28138$ a.u., or $0.04170$ Å³, so it cannot be neglected if the true polarizability of the ion is wanted.

In a field $F=0.001$ a.u. the scaled field is $f=1.25\times10^{-4}$, well inside the perturbative regime. The ion accelerates at $0.001/7295.30=1.371\times10^{-7}$ a.u. Its internal level, at $-1.99973$ hartree without the field, shifts by

$$-\tfrac12\times0.28144\times(0.001)^2=-1.407\times10^{-7}\ \text{hartree},$$

and the induced dipole about the centre of mass is $0.28144\times0.001=2.814\times10^{-4}$ a.u.

The numerical check inserts the product state, to first order in $F$, into the original two-particle equation, and compares the formula with finite-field diagonalization for four sets of charges and masses.

## Computed values

```
Two-particle equation, model ion Z=3 M=4 m=1 (relative residuals)
  order F^0 vanishes below 1e-12: True
  order F^1 vanishes below 1e-12: True
  order F^1 if q is replaced by 1: 0.2400 a.u.
  acceleration per unit field: 0.4000 a.u.
  force on electron per unit field: -1.4000
  force on nucleus per unit field: 1.4000
Scaled ground state (dimensionless)
  <rho^2> = 3, <rho^3> = 15/2, eps2 = -9/4
Finite-field diagonalization against formula (atomic units)
  model ion Z=3 M=4 m=1
    mu = 0.80000000, q = 1.40000000
    alpha formula     = 0.2126736
    alpha from energy = 0.2126736
    alpha from dipole = 0.2126735
    <z>/F             = -0.1519097
  heavier light particle Z=2 M=5 m=2
    mu = 1.42857143, q = 1.28571429
    alpha formula     = 0.1594687
    alpha from energy = 0.1594687
    alpha from dipole = 0.1594687
    <z>/F             = -0.1240312
  equal-mass neutral pair Z=1 M=1 m=1
    mu = 0.50000000, q = 1.00000000
    alpha formula     = 36.0000000
    alpha from energy = 35.9999950
    alpha from dipole = 35.9999849
    <z>/F             = -35.9999849
  He+ ion
    mu = 0.99986293, q = 1.00013707
    alpha formula     = 0.2814428
    alpha from energy = 0.2814428
    alpha from dipole = 0.2814427
    <z>/F             = -0.2814041
Worked example: He+ ion
  nuclear mass M = 7294.2995 electron masses
  alpha, fixed nucleus = 0.2812500 a.u.
  alpha, finite mass   = 0.2814428 a.u.
  alpha, finite mass   = 0.0417055 angstrom^3
  relative change, total      = 6.8562e-04
  relative change, mu^-3 only = 4.1134e-04
  relative change, q^2 only   = 2.7417e-04
  leading estimate (2Z+1)m/M  = 6.8547e-04
  field F = 0.001 a.u.
  scaled field f = 1.2505e-04
  acceleration = 1.3707e-07 a.u.
  field-free internal energy = -1.9997259 hartree
  second-order level shift = -1.40721e-07 hartree
  induced dipole about centre of mass = 2.81443e-04 a.u.
```
